# Why silicon-wire TE and TM modes cross or anticross: test program

```python
"""Silicon wire: when do quasi-TE and quasi-TM modes cross or anticross?

Result under test: with an up-down mirror plane TE1 and TM0 cross exactly as
the width grows. Unequal top and bottom claddings open a least index gap
    gap = | integral d_eps E_a* . E_b dA |,  integral (E x H)_z dA = 1,
to first order in the change d_eps. TE2 and TM0 still cross, because their
left-right mirror parities differ.
Symbols: x across, y up, z along the wire; n = beta/k0 effective index;
e = (Ex, Ey), h = (Hy, -Hx); lengths inside the solver are in units of 1/k0.
Ez is i times the real array ez. The solver covers the whole cross-section
and imposes no mirror symmetry on the fields.
"""
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigs
from scipy.optimize import brentq

WAVELENGTH = 1550.0            # nm
K0 = 2 * np.pi / WAVELENGTH    # 1/nm
N_SI, N_OX, N_AIR = 3.476, 1.444, 1.0   # rough typical indices
HEIGHT = 220.0                 # nm
MARGIN = 1400.0                # nm of cladding kept on each side


def nodes(half, n_core, n_clad, margin):
    """Grid nodes: uniform in the core, stretched outside, edges on nodes."""
    t = np.linspace(0, 1, n_clad + 1)[1:]
    out = margin * np.expm1(2.5 * t) / np.expm1(2.5)
    core = np.linspace(-half, half, n_core + 1)
    return np.concatenate([-half - out[::-1], core, half + out])


def differences(d, dual):
    """Derivatives node -> cell centre and cell centre -> inner node."""
    s = sp.diags([1.0, -1.0], [0, -1], shape=(len(d), len(d) - 1))
    return sp.diags(1 / d) @ s, -sp.diags(1 / dual) @ s.T


def average_x(a, d):
    return (a[:-1] * d[:-1, None] + a[1:] * d[1:, None]) / (
        d[:-1] + d[1:])[:, None]


def wire(width, top=N_OX, side=None, tilt=0.0, core=N_SI, height=HEIGHT,
         fine=1.0, count=3, margin=MARGIN, slab=False):
    """The modes of highest index; tilt (radians) widens the wire's foot."""
    side = top if side is None else side
    x = K0 * nodes(width / 2, int(20 * fine), int(14 * fine), margin)
    y = K0 * nodes(height / 2, int(10 * fine), int(14 * fine), MARGIN)
    dx, dy = np.diff(x), np.diff(y)
    ux, uy = (dx[1:] + dx[:-1]) / 2, (dy[1:] + dy[:-1]) / 2
    yc = (y[1:] + y[:-1]) / 2
    inside = np.abs(yc) < K0 * height / 2
    clad = np.where(inside, side, np.where(yc > 0, top, N_OX)) ** 2
    edge = K0 * width / 2 - yc * np.tan(tilt) + (1e6 if slab else 0.0)
    overlap = np.minimum(x[1:, None], edge) - np.maximum(x[:-1, None], -edge)
    fill = inside * np.clip(overlap / dx[:, None], 0, 1)
    # along the wall the permittivity is averaged, across it its inverse is
    eps_along = fill * core**2 + (1 - fill) * clad
    eps_across = 1 / (fill / core**2 + (1 - fill) / clad)
    eps_x = average_x(eps_across.T, dy).T
    eps_y = average_x(eps_along, dx)
    eps_z = average_x(eps_y.T, dy).T.ravel()
    eps_t = np.concatenate([eps_x.ravel(), eps_y.ravel()])

    fx, bx = differences(dx, ux)
    fy, by = differences(dy, uy)
    ixc, ixn = sp.identity(len(dx)), sp.identity(len(ux))
    iyc, iyn = sp.identity(len(dy)), sp.identity(len(uy))
    grad = sp.vstack([sp.kron(fx, iyn), sp.kron(ixn, fy)]).tocsr()
    div = sp.hstack([sp.kron(bx, iyn), sp.kron(ixn, by)]).tocsr()
    curl = sp.hstack([-sp.kron(ixc, fy), sp.kron(fx, iyc)]).tocsr()
    curl_t = sp.vstack([sp.kron(ixc, by), -sp.kron(bx, iyc)]).tocsr()
    eps_op = sp.diags(eps_t)
    operator = (eps_op - curl_t @ curl
                + grad @ sp.diags(1 / eps_z) @ div @ eps_op).tocsc()
    start = np.random.default_rng(1).standard_normal(len(eps_t))
    values, vectors = eigs(operator, k=count, sigma=6.3, v0=start, ncv=24)
    order = np.argsort(-values.real)
    n = np.sqrt(values.real[order])
    e = vectors.real[:, order]
    h = (eps_t[:, None] * e - curl_t @ (curl @ e)) / n
    w_t = np.concatenate([np.outer(dx, uy).ravel(), np.outer(ux, dy).ravel()])
    w_z = np.outer(ux, uy).ravel()
    norm = np.sqrt(np.sum(w_t[:, None] * e * h, axis=0))
    e, h = e / norm, h / norm
    ez = (div @ h) / eps_z[:, None]
    nex = eps_x.size

    def parity(axis):
        sx, sy = (-1, 1) if axis == 0 else (1, -1)
        result = []
        for k in range(count):
            ex = np.flip(e[:nex, k].reshape(eps_x.shape), axis)
            ey = np.flip(e[nex:, k].reshape(eps_y.shape), axis)
            image = np.concatenate([sx * ex.ravel(), sy * ey.ravel()])
            result.append(np.sum(w_t * image * h[:, k]))
        return np.array(result)

    te = np.sum((w_t[:, None] * e * h)[:nex], axis=0)
    return SimpleNamespace(n=n, e=e, h=h, ez=ez, w_t=w_t, w_z=w_z, nex=nex,
                           eps_t=eps_t, eps_z=eps_z, te=te,
                           px=parity(0), py=parity(1))


def crossing(w1, w2, pair, mirror, **case):
    """Secant search for a zero of the index difference labelled by parity.
    An anticrossing would make this difference jump and never reach zero."""
    def signed(w):
        m = wire(w, count=pair + 2, **case)
        p = getattr(m, mirror)
        return (m.n[pair] - m.n[pair + 1]) * np.sign(p[pair] - p[pair + 1])
    f1, f2 = signed(w1), signed(w2)
    for _ in range(9):
        if abs(f2) < 1e-6:
            break
        w1, w2 = w2, w2 - f2 * (w2 - w1) / (f2 - f1)
        f1, f2 = f2, signed(w2)
    return w2, abs(f2)


def closest(w, steps, **case):
    """Width and size of the least gap between second and third mode."""
    def gap(v):
        m = wire(v, **case)
        return m.n[1] - m.n[2]
    for s in steps:
        a, b, c = gap(w - s)**2, gap(w)**2, gap(w + s)**2
        w += np.clip(s * (a - c) / (2 * (a - 2 * b + c)), -3 * s, 3 * s)
    return w, gap(w)


# --- solver against analytic slab modes travelling obliquely between walls
def slab_index(ratio):
    def f(n):
        k, g = np.sqrt(N_SI**2 - n**2), np.sqrt(n**2 - N_OX**2)
        return k * np.tan(k * K0 * HEIGHT / 2) - ratio * g
    return brentq(f, N_OX + 1e-9, N_SI - 1e-9)


slab_te, slab_tm = slab_index(1.0), slab_index(N_SI**2 / N_OX**2)
wall_k = np.pi / (K0 * (700 + 2 * 200))
squares = [slab_te**2 - (m * wall_k)**2 for m in range(6)]
squares += [slab_tm**2 - (m * wall_k)**2 for m in range(1, 5)]
analytic = np.sqrt(np.sort([q for q in squares if q > 0])[::-1][:4])
numeric = wire(700, margin=200, slab=True, count=5).n[:4]
slab_error = np.max(np.abs(numeric - analytic))
assert slab_error < 0.02

# --- parity table in a wide wire with an up-down mirror
wide = wire(1100, count=6)
guided = wide.n > N_OX + 0.02
te_modes = [k for k in range(6) if guided[k] and wide.te[k] > 0.5]
tm_modes = [k for k in range(6) if guided[k] and wide.te[k] < 0.5]
assert len(te_modes) >= 3 and len(tm_modes) >= 2
for m, k in enumerate(te_modes):
    assert abs(wide.px[k] - (-1)**(m + 1)) < 1e-4
    assert abs(wide.py[k] - 1) < 1e-4
for m, k in enumerate(tm_modes):
    assert abs(wide.px[k] - (-1)**m) < 1e-4
    assert abs(wide.py[k] + 1) < 1e-4

# --- crossings that a remaining mirror protects
w_sym, gap_sym = crossing(640, 680, 1, "py")
w_side, gap_side = crossing(640, 680, 1, "py", side=N_AIR)
w_te2, gap_te2 = crossing(1000, 1050, 2, "px", top=N_AIR)
assert max(gap_sym, gap_side, gap_te2) < 1e-5

# --- first-order gap for a slightly changed top cladding
TOP_WEAK = N_OX + 0.01
base = wire(w_sym + 2)
changed = wire(w_sym + 2, top=TOP_WEAK)
cross_power = abs(np.sum(base.w_t * base.e[:, 1] * base.h[:, 2]))
assert cross_power < 1e-6
part_t = (changed.eps_t - base.eps_t) * base.w_t * base.e[:, 1] * base.e[:, 2]
part_z = (changed.eps_z - base.eps_z) * base.w_z * base.ez[:, 1] * base.ez[:, 2]
parts = np.array([part_t[:base.nex].sum(), part_t[base.nex:].sum(),
                  part_z.sum()])
gap_first_order = abs(parts.sum())
w_weak, gap_weak = closest(w_sym, (4.0, 1.3), top=TOP_WEAK)
assert abs(gap_weak / gap_first_order - 1) < 0.05

# --- hybrids: mirror expectation follows the two-mode law
at_gap = wire(w_weak, top=TOP_WEAK)
off_gap = wire(w_weak + 1, top=TOP_WEAK)
mirror_law = np.sqrt(1 - (gap_weak / (off_gap.n[1] - off_gap.n[2]))**2)
assert np.max(np.abs(at_gap.py[1:3])) < 0.1
assert abs(abs(off_gap.py[1]) - mirror_law) < 0.03

# --- worked example: air above and beside the wire
w_air, gap_air = closest(650.0, (20.0, 7.0, 3.0), top=N_AIR)
assert gap_air > 0.01
scan = [(d, wire(w_air + d, top=N_AIR)) for d in (-60, -20, 0, 20, 60)]
assert scan[0][1].te[1] < 0.3 and scan[-1][1].te[1] > 0.7
assert 0.3 < scan[2][1].te[1] < 0.7
gap_extrapolated = gap_first_order * abs(
    (N_AIR**2 - N_OX**2) / (TOP_WEAK**2 - N_OX**2))

# --- neglected effects, sized for the same wire
TILT_DEG, HEIGHT_ERROR, WARMING, DN_DT, BOX = 5.0, 5.0, 50.0, 1.8e-4, 2000.0
w_tilt, gap_tilt = closest(w_sym, (8.0, 3.0), tilt=np.radians(TILT_DEG))
assert gap_tilt > 1e-3
w_high, gap_high = closest(w_air, (10.0,), top=N_AIR,
                           height=HEIGHT + HEIGHT_ERROR)
w_warm, gap_warm = closest(w_air, (6.0,), top=N_AIR,
                           core=N_SI + DN_DT * WARMING)
w_fine, gap_fine = closest(w_air, (8.0,), top=N_AIR, fine=1.5)
assert abs(gap_fine / gap_air - 1) < 0.1
n_low = scan[2][1].n[2]
box_factor = np.exp(-2 * K0 * np.sqrt(n_low**2 - N_OX**2) * BOX)

print(f"wavelength {WAVELENGTH:.0f} nm, wire height {HEIGHT:.0f} nm")
print(f"indices: Si {N_SI}, oxide {N_OX}, air {N_AIR}")
print(f"slab index TE {slab_te:.4f}, TM {slab_tm:.4f}")
print(f"solver minus analytic slab modes, largest: {slab_error:.4f}")
print("oxide all round, width 1100 nm: n, TE fraction, parities LR, UD")
for name, group in (("TE", te_modes), ("TM", tm_modes)):
    for m, k in enumerate(group):
        print(f"  {name}{m}: {wide.n[k]:.4f} {wide.te[k]:.3f}"
              f" {wide.px[k]:+.3f} {wide.py[k]:+.3f}")
print(f"TE1-TM0 crossing, oxide all round: {w_sym:.2f} nm")
print(f"  index difference left there: {gap_sym:.1e}")
print(f"  2 nm wider: n = {base.n[1]:.5f} and {base.n[2]:.5f}")
print(f"  their TE fractions: {base.te[1]:.3f} and {base.te[2]:.3f}")
print(f"  their cross power: {cross_power:.1e}")
print(f"TE1-TM0 crossing, air only beside core: {w_side:.2f} nm")
print(f"  index difference left there: {gap_side:.1e}")
print(f"weak change: top and side index {TOP_WEAK:.3f}")
print(f"  overlap parts x, y, z: {parts[0]:+.6f} {parts[1]:+.6f}"
      f" {parts[2]:+.6f}")
print(f"  least gap, first order: {gap_first_order:.6f}")
print(f"  least gap, direct: {gap_weak:.6f} at {w_weak:.2f} nm")
print(f"  UD mirror expectation at gap: {at_gap.py[1]:+.3f}")
print(f"  1 nm wider, size: {abs(off_gap.py[1]):.3f},"
      f" two-mode law {mirror_law:.3f}")
print(f"air top and sides: least gap {gap_air:.4f} at {w_air:.1f} nm")
print(f"  first order extrapolated to air: {gap_extrapolated:.4f}")
print(f"  half-beat length: {WAVELENGTH / (2 * gap_air) / 1000:.2f} um")
print("  width (nm), upper n, lower n, TE fraction upper, lower")
for d, m in scan:
    print(f"  {w_air + d:.1f} {m.n[1]:.4f} {m.n[2]:.4f}"
          f" {m.te[1]:.3f} {m.te[2]:.3f}")
print(f"TE2-TM0 crossing under air: {w_te2:.2f} nm")
print(f"  index difference left there: {gap_te2:.1e}")
print(f"oxide all round, walls {TILT_DEG:.0f} deg off vertical:")
print(f"  least gap {gap_tilt:.4f} at {w_tilt:.1f} nm")
print(f"air, height +{HEIGHT_ERROR:.0f} nm: width shift"
      f" {w_high - w_air:+.1f} nm, gap {gap_high:.4f}")
print(f"air, Si {WARMING:.0f} K warmer (dn/dT {DN_DT:.1e} per K):")
print(f"  width shift {w_warm - w_air:+.2f} nm, gap {gap_warm:.4f}")
print(f"air, grid 1.5 times finer: width shift {w_fine - w_air:+.1f} nm,"
      f" gap {gap_fine:.4f}")
print(f"power decay factor across {BOX:.0f} nm oxide: {box_factor:.1e}")
print("PASS")
```

Output:

```
wavelength 1550 nm, wire height 220 nm
indices: Si 3.476, oxide 1.444, air 1.0
slab index TE 2.8478, TM 2.0533
solver minus analytic slab modes, largest: 0.0120
oxide all round, width 1100 nm: n, TE fraction, parities LR, UD
  TE0: 2.7574 1.002 -1.000 +1.000
  TE1: 2.4926 1.007 +1.000 +1.000
  TE2: 2.0115 1.007 -1.000 +1.000
  TE3: 1.4699 0.723 +1.000 +1.000
  TM0: 1.9769 -0.007 +1.000 -1.000
  TM1: 1.7208 -0.008 -1.000 -1.000
TE1-TM0 crossing, oxide all round: 664.23 nm
  index difference left there: 2.4e-09
  2 nm wider: n = 1.87524 and 1.87077
  their TE fractions: 0.991 and -0.018
  their cross power: 7.7e-14
TE1-TM0 crossing, air only beside core: 695.18 nm
  index difference left there: 6.6e-08
weak change: top and side index 1.454
  overlap parts x, y, z: -0.000582 -0.001416 +0.000170
  least gap, first order: 0.001828
  least gap, direct: 0.001829 at 664.84 nm
  UD mirror expectation at gap: +0.007
  1 nm wider, size: 0.776, two-mode law 0.772
air top and sides: least gap 0.1021 at 659.5 nm
  first order extrapolated to air: 0.0685
  half-beat length: 7.59 um
  width (nm), upper n, lower n, TE fraction upper, lower
  599.5 1.6627 1.4389 0.069 0.845
  639.5 1.7003 1.5783 0.281 0.687
  659.5 1.7339 1.6317 0.577 0.406
  679.5 1.7838 1.6638 0.837 0.155
  719.5 1.8979 1.6959 0.985 0.014
TE2-TM0 crossing under air: 1033.94 nm
  index difference left there: 3.3e-08
oxide all round, walls 5 deg off vertical:
  least gap 0.0202 at 665.8 nm
air, height +5 nm: width shift +5.6 nm, gap 0.0903
air, Si 50 K warmer (dn/dT 1.8e-04 per K):
  width shift -1.74 nm, gap 0.1015
air, grid 1.5 times finer: width shift -0.9 nm, gap 0.1031
power decay factor across 2000 nm oxide: 4.5e-06
PASS
```
